Why the pressure peak lags the desorption-rate peak in a pumped chamber

Q: I covered a platinum sample with a little CO, heated it at 10 K/s in a pumped vacuum chamber and recorded the pressure. It peaked at 503 K. The pressure comes from the desorbing gas, so desorption was fastest at 503 K.

A: That would follow if the gauge responded to the gas released at that instant. It responds to the gas present in the chamber, which includes molecules released earlier and not yet pumped away. How large is your chamber, and how fast is the pump?

Q: The volume is 100 L and the pumping speed for CO is 100 L/s. But molecules cross the chamber in about a millisecond. How could the gauge be late by anything I would notice?

A: Crossing the chamber is quick; leaving it is slow. Take a spherical chamber with gas at 300 K, where CO has a mean speed of 476 m/s. A pump of 100 L/s is then equivalent to a perfectly absorbing opening of 8.4 cm² in a wall of 10419 cm². A molecule that leaves each wall collision in a random direction, distributed by the cosine law (which favours directions near the surface normal), hits the wall about 1240 times before it finds the opening. The mean flight between hits lasts 0.81 ms, so the mean stay is

1240 × 0.81 ms ≈ 1.0 s.

This is the ratio of volume to pumping speed,

τ = V/S = 100 L / (100 L/s) = 1.0 s.

Your delay comes from storage, not from transit.

Q: Then how do I get from the pressure to the desorption rate?

A: Count molecules. Let N be the number in the chamber in excess of the steady background, and R the number leaving the sample per second. Assume that the gas is well mixed and at a constant temperature T_g, and that the pumping speed is constant. The pump removes the gas contained in a volume S each second, so it removes SN/V = N/τ molecules per second. Hence

dN/dt = R − N/τ.

The ideal-gas law gives the excess pressure P = N k_B T_g/V. Insert N = PV/(k_B T_g) and solve for R:

R = [V/(k_B T_g)] (dP/dt + P/τ).

The second term is the gas being pumped away. The first is the gas being stored, and it is negative when the store is emptying.

Q: Why the excess pressure? My gauge shows the total.

A: The chamber has a background gas load Q₀, in molecules per second. For the total number, dN_tot/dt = R + Q₀ − N_tot/τ. Before heating, the background number N_b is steady, so 0 = Q₀ − N_b/τ. Subtracting the two equations removes Q₀ and leaves the balance for N = N_tot − N_b. This requires Q₀ to stay constant during the run. If the heated sample holder outgasses, its gas is counted in R.

Q: Is it safe to treat the pump as a smooth drain, when each molecule leaves at random?

A: For many molecules, yes. I followed 20000 simulated molecules through that spherical chamber, with random wall directions and thermal speeds, releasing them according to a desorption law. Their mean stay was 0.996 s. The number released agreed with the number stored plus the time integral of N/τ to within 0.6 % of all the molecules. Leaving out the stored gas raised the largest discrepancy to 21.5 % of the total.

Q: I accept the balance, but it seems to support me. At the pressure maximum dP/dt = 0, so P is proportional to R right there. The two maxima must coincide.

A: Proportionality at one instant does not make that instant a maximum of both. At the pressure maximum your equation reads

P = k_B T_g R/S,

which says that release and removal are equal. To see whether R is rising or falling there, differentiate the balance. Write q = dP/dt:

dq/dt + q/τ = (k_B T_g/V) dR/dt.

Multiply by e^(t/τ). The left side becomes the derivative of a product:

d(q e^(t/τ))/dt = (k_B T_g/V) (dR/dt) e^(t/τ).

Now suppose that R is smooth, rises to a single maximum at time t_R and then falls towards zero. Start with no excess gas, P(0) = 0. The balance gives q(0) = k_B T_g R(0)/V, which is not negative. Up to t_R the right side is positive, so q e^(t/τ) grows. Therefore q > 0 at t_R: when desorption is fastest, the pressure is still rising.

Q: And after t_R?

A: Then dR/dt < 0 and q e^(t/τ) falls steadily, so it can cross zero at most once. It must cross, because the pressure is positive at t_R and the pump eventually brings it back to zero. There is one pressure maximum, and it comes later than t_R, on the falling side of the desorption rate.

Q: What if my rate has several maxima?

A: The count of pressure maxima no longer follows, but part of the result survives. At a smooth pressure maximum inside the run, q = 0 and dq/dt ≤ 0. The differentiated balance then gives dR/dt ≤ 0, so the rate is not rising there. The starting condition matters too: if much gas is left from dosing, the pressure may begin by falling, and its highest value can be at the start.

Q: Is there a case in which I would be right?

A: Yes. Here are two examples, one ideal and one approximate. First, let the rate rise until the last molecule has gone and then drop abruptly to zero. This is ideal zero-order desorption. The pressure rises up to the drop, by the argument above. Immediately afterwards R = 0 and dP/dt = −P/τ < 0. Both maxima fall at the drop. The proof of a strict delay assumes a rate without such a jump.

The second case is fast pumping. Multiply the original balance by e^(t/τ) and integrate from P(0) = 0:

P(t) = (k_B T_g/V) ∫₀ᵗ R(s) e^(−(t−s)/τ) ds.

The pressure is a fading memory of the rate. If R hardly changes during a time τ, it can be taken out of the integral at s = t. Once t is much longer than τ, the remaining integral is τ, and

P ≈ k_B T_g τ R/V = k_B T_g R/S.

Your reading of the trace is this limit.

Q: And if I close the pump valve?

A: Then τ → ∞, the exponential becomes 1, and the pressure due to the sample is proportional to the net amount released so far, desorbed minus readsorbed. During the heating ramp this part rises to a plateau and has no peak; the net rate is proportional to its time derivative. The background load is no longer pumped either, so it adds a steady rise that must be subtracted. With a base pressure of 10⁻¹⁰ Torr at 100 L/s before closing, and an unchanged load, that rise is 10⁻¹⁰ Torr per second. Your chamber lies between the two limits, so both terms are needed.

Q: How late is my peak, then?

A: That needs a desorption law. Take first-order desorption with coverage θ and a linear temperature ramp:

r = wθ, dθ/dt = −wθ, w = ν e^(−E/(k_B T)), dT/dt = β.

Here r is the rate in monolayers (ML) per second, proportional to R. For CO on platinum I use rough typical values: E = 1.30 eV, ν = 10¹³ s⁻¹, and an initial coverage of 0.10 ML. With β = 10 K/s the results are:

rate maximum: 19.588 s, 495.9 K
pressure maximum: 20.299 s, 503.0 K

The delay is 0.71 s. Multiplied by 10 K/s, that is 7.1 K.

Q: What would the gauge show?

A: Take 1.5 × 10¹⁵ sites/cm² and a sample area of 0.5 cm². One monolayer is then 7.5 × 10¹⁴ molecules, which would give 2.33 × 10⁻⁷ Torr in the unpumped chamber. The maximum rate is 0.02396 ML/s. If the pressure followed the rate without storage, its maximum would be

0.02396 ML/s × 1.0 s × 2.33 × 10⁻⁷ Torr/ML = 5.58 × 10⁻⁹ Torr.

The calculated maximum is 4.98 × 10⁻⁹ Torr, or 0.89 of that. The rate at the pressure maximum is also 0.89 of its own maximum, as the equality of release and removal requires. The peak is broadened as well: its full width at half maximum is 41.7 K, against 38.2 K for the rate.

Q: The mean stay is 1 s. Why is the delay 0.71 s and not 1 s?

A: The delay approaches τ when τ is short, but in general it differs from τ. The first correction comes from the asymmetry of the rate peak; further corrections depend on its width as well. To find the first one, take τ short compared with the time over which R changes, and solve the balance by repeated substitution. With C = k_B T_g τ/V it reads P = CR − τ dP/dt, and inserting P on the right gives

P = C (R − τR′ + τ²R″ − …).

Primes are time derivatives, and the starting transient has died away. At the pressure maximum P′ = 0, so to this order

R′ − τR″ + τ²R‴ = 0 at t = t_R + δ.

Expand about t_R, where R′ = 0. From here on the derivatives are taken at t_R:

R″δ + R‴δ²/2 − τR″ − τδR‴ + τ²R‴ = 0.

The lowest order gives δ = τ. Putting δ = τ into the three terms with R‴ gives (1/2 − 1 + 1)τ²R‴ = τ²R‴/2. Dividing by R″,

δ ≈ τ − τ²R‴/(2R″).

Q: And for the desorption law you chose?

A: Define a = Eβ/(k_B T²) and b = β/T. Differentiating w gives w′ = aw, so

r′ = w′θ + wθ′ = r(a − w).

The maximum is at w = a. Let u = a − w. Two more derivatives give

r″ = r(u² + u′), r‴ = r(u³ + 3uu′ + u″).

At the maximum u = 0, so r‴/r″ = u″/u′. Since a′ = −2ab and b′ = −b², we have a″ = 6ab². Also w″ = (aw)′ = a′w + a²w. Setting w = a after differentiating,

u′ = −2ab − a²,
u″ = 6ab² + 2a²b − a³.

Their ratio is

R‴/R″ = (a² − 2ab − 6b²)/(a + 2b).

At 495.9 K, a = 0.6135 s⁻¹ and b = 0.0202 s⁻¹, so the ratio is 0.534 s⁻¹. Then

δ ≈ 1.0 s − 0.534 s⁻¹ × (1.0 s)²/2 = 0.73 s,

against the full result of 0.71 s. So close an agreement is luck: aτ = 0.61 is not small, and the omitted terms are not small one by one. The next term, τ³R⁗/(3R″), is −0.31 s, larger than the −0.27 s correction we kept, and the one after it is +0.61 s. The sign of the first correction has a simple meaning. The ratio is positive and R″ is negative, so R‴ is negative: near its maximum the rate falls faster than it rose. That brings the balance of release and removal forward.

Q: Could I simply shift the whole trace back by 0.71 s?

A: No, because the pressure peak is also broader and lower. Different features have different delays. Consider the mean time of each curve, weighted by its height. Integrate the balance over a complete run, with P = 0 at both ends. The derivative term vanishes, and

∫R dt = [V/(k_B T_g τ)] ∫P dt.

Next multiply the balance by t and integrate. By parts, ∫t P′ dt = −∫P dt, so

∫tR dt = [V/(k_B T_g)] (−∫P dt + (1/τ)∫tP dt).

Dividing the second result by the first gives

⟨t⟩_R = ⟨t⟩_P − τ.

The mean time is delayed by the full 1.0 s, while the maximum is delayed by 0.71 s. The first integral has a use of its own: since V/τ = S, the total amount desorbed is S∫P dt/(k_B T_g). Storage delays the gas but does not change the area.

Q: Would a bigger pump cure the problem?

A: It reduces the delay and also the signal. With the volume, ramp and desorption law held fixed:

1000 L/s: delay 1.0 K, maximum 5.6 × 10⁻¹⁰ Torr
300 L/s: delay 3.0 K, maximum 1.8 × 10⁻⁹ Torr
100 L/s: delay 7.1 K, maximum 5.0 × 10⁻⁹ Torr
30 L/s: delay 13.8 K, maximum 1.1 × 10⁻⁸ Torr

At 30 L/s, τ = 3.33 s is comparable with the width of the rate peak, 38.2 K/(10 K/s) = 3.8 s. The short-τ formula would give 0.37 s there, against a calculated 1.38 s, so it should not be used. A slower ramp also helps, again at the cost of signal: at 1 K/s and 100 L/s the two maxima are 1.0 K apart.

Q: Seven kelvin in 500 is 1.4 %. Can I not live with that in the desorption energy?

A: It depends on how you obtain the energy. The condition w = a at the rate maximum is

E/(k_B T²) = (ν/β) e^(−E/(k_B T)).

Suppose that you know ν. With x = E/(k_B T) the condition becomes x eˣ = νT/β. A higher T gives a larger x, and so a larger E = x k_B T. The pressure peak gives 1.319 eV instead of 1.300 eV, an error of 1.5 %. You may well accept that.

Q: I do not know ν. I vary the heating rate and use the slope.

A: Then the error can be much larger, as it is here for heating rates from 1 to 10 K/s. Rearrange the same condition and take the logarithm:

ln(β/T²) = −E/(k_B T) + ln(νk_B/E).

The slope against 1/T is −E/k_B. The time delay is roughly τ when τ is short, so the temperature lag is roughly βτ and grows with the heating rate. This stretches the spacing of the peaks. From 1 to 10 K/s, with the same pump and volume, the rate maximum moves from 462.94 to 495.88 K, but the pressure maximum moves from 463.90 to 502.99 K. For the pressure maxima,

ln 10 − 2 ln(502.99/463.90) = 2.141,
1/463.90 − 1/502.99 = 1.675 × 10⁻⁴ (per K),
E = 8.617 × 10⁻⁵ × 2.141/(1.675 × 10⁻⁴) = 1.10 eV.

A straight-line fit with 2 and 5 K/s included also gives 1.10 eV, and a prefactor of 5.6 × 10¹⁰ s⁻¹. The rate maxima return the input values, 1.30 eV and 10¹³ s⁻¹. So a lag of at most 7.1 K has lowered the energy by 15 % and the prefactor by a factor of about 180.

Q: How do I recover the rate from my recorded trace?

A: Subtract the base pressure, measure τ, and form dP/dt + P/τ. To measure τ, keep the sample too hot to hold CO, so that it does not act as a pump itself. Then admit some CO, stop the flow and watch the excess pressure. With R = 0 the balance gives P ∝ e^(−t/τ). For noise-free readings every 0.1 s, central differences put the recovered rate maximum at 495.9 K, with a largest error of 0.06 % of the maximum rate.

Q: My readings are noisy, and differentiation will make that worse.

A: It does. Let each reading have independent noise of standard deviation σ, and let h be the sampling interval. The central difference (P₊ − P₋)/(2h) has variance 2σ²/(4h²) = σ²/(2h²). The term P/τ uses the middle reading and adds σ²/τ². Multiply the recovered quantity by τ, so that it can be compared with a pressure. Its noise is then

σ √[1 + τ²/(2h²)] = σ √(1 + 50) = 7.1σ

for h = 0.1 s and τ = 1.0 s. A wider interval lowers this, but the leading error of the central difference, h²P‴/6, grows.

Q: How well must I know τ?

A: If you take τ 20 % too long, the recovered maximum falls at 495.1 K, about 0.8 K too low. The term P/τ is then too small, so a piece proportional to P is missing from the rate. That piece is still growing at t_R, and its absence moves the maximum to an earlier time. Even this rough τ removes most of the 7.1 K lag.

Q: How close is this model to my actual CO and platinum?

A: The energy, prefactor and chamber values are rough typical ones, and the calculated temperatures should not be read as measurements. Real platinum also has steps that bind CO more strongly than the terraces, so a trace may have more than one maximum. The balance still holds, but the single-peak proof does not apply. For the same example, the neglected effects have these sizes:

Readsorption: with every returning molecule sticking, the sample itself pumps 5.95 L/s, about 6 % of S. The maximum of the gross desorption rate moves up by 0.7 K, to 496.6 K. The balance recovers the net rate, desorption minus readsorption, whose maximum is at 496.4 K.

Repulsion: if the barrier falls by an assumed 0.3 eV per monolayer of coverage, the rate maximum moves down to 487.3 K and the pressure maximum to 495.2 K. The rate maximum moves by 8.6 K, while the lag changes only from 7.1 K to 8.0 K.

Detector: a response time of 0.1 s puts the recorded maximum at 504.0 K, a further 1.0 K late.

Background: leaving a base pressure of 10⁻¹⁰ Torr in the trace, and integrating over the 50 s ramp from 300 to 800 K, overstates the desorbed amount by 21.5 %.

Q: Which assumption would you check first in a real chamber?

A: Constant pumping speed, because the walls can take up gas as well. A molecule hits them so often that a sticking probability of only 8 × 10⁻⁵ adds 10 % to S. If that uptake is steady, a measured τ includes it, whereas V divided by the pump's rated speed does not. If the walls give the gas back within a time much shorter than τ, they act as extra volume: the decay stays a single exponential with a longer τ, and the measured τ still gives the shape of the rate. If they hold the gas for a time comparable with τ or longer, one decay time is no longer enough, and the formula will assign the late gas to the sample. So look at the decay after a short dose of CO: if it is not a single exponential, this correction is incomplete.

Q: So my 503 K is where release and pumping were in balance, and the fastest desorption came earlier.

A: Yes, at about 496 K for these parameters. The numerical output lists the values in more detail.

Numbers as computed

```
E = 1.30 eV, prefactor = 1.0e+13 1/s
initial coverage = 0.10 ML, ramp = 10 K/s
site density = 1.5e+15 1/cm2
sample area = 0.5 cm2
ramp from 300 K to 800 K
V = 100 L, S = 100 L/s, tau = 1.00 s
gas temperature = 300 K, mean speed = 476 m/s
pressure per ML without pumping = 2.330e-07 Torr
simulated molecules = 20000, mean stay = 0.996 s
count balance error = 0.0059 of total
same without storage term = 0.215 of total
rate peak: t = 19.588 s, T = 495.88 K
pressure peak: t = 20.299 s, T = 502.99 K
delay = 0.710 s = 7.10 K
a = 0.6135 1/s, b = 0.02017 1/s, R'''/R'' = 0.5341 1/s
delay from two-term series = 0.733 s
centroid delay = 1.0000 s
maximum rate = 0.02396 ML/s
maximum excess pressure = 4.975e-09 Torr
quasi-steady maximum = 5.584e-09 Torr
rate at pressure peak = 0.891 of maximum
pressure at rate peak = 0.923 of maximum
FWHM: rate 38.2 K, pressure 41.7 K
S=1000 L/s: tau=0.100 s, delay=0.097 s, 0.97 K, Pmax=5.57e-10 Torr
S=300 L/s: tau=0.333 s, delay=0.298 s, 2.98 K, Pmax=1.83e-09 Torr
S=100 L/s: tau=1.000 s, delay=0.710 s, 7.10 K, Pmax=4.98e-09 Torr
S=30 L/s: tau=3.333 s, delay=1.380 s, 13.80 K, Pmax=1.13e-08 Torr
E, known prefactor: rate peak 1.3000, pressure 1.3192 eV
ramp 1 K/s: rate peak 462.94 K, pressure peak 463.90 K
ramp 2 K/s: rate peak 472.40 K, pressure peak 474.26 K
ramp 5 K/s: rate peak 485.50 K, pressure peak 489.68 K
ramp 10 K/s: rate peak 495.88 K, pressure peak 502.99 K
heating-rate plot, rate: 1.300 eV, 1.00e+13 1/s
heating-rate plot, pressure: 1.101 eV, 5.59e+10 1/s
sampling interval = 0.10 s, noise gain = 7.14
recovered peak = 495.88 K, rate error = 0.06 %
recovered peak with tau 20 % too long = 495.07 K
sample as pump, sticking 1 = 5.95 L/s
readsorption: gross-rate peak 496.62 K
readsorption: recovered net-rate peak 496.36 K
readsorption: pressure peak 503.50 K
repulsion 0.3 eV/ML: rate peak 487.25 K
repulsion 0.3 eV/ML: pressure peak 495.22 K
detector time 0.1 s: signal peak 503.97 K
base pressure = 1.0e-10 Torr
amount error if base is kept = 21.5 %
wall area = 10419 cm2, pump opening = 8.40 cm2
wall sticking adding 10 % to S = 8.1e-05
mean flight between wall hits = 0.81 ms
mean wall hits before pumping = 1240
```
